\section*{Kramers-Kronig Partner of a Gaussian Infrared Band: Two Dawson Functions}

\section{What a constant real part gets wrong}

Suppose that the infrared absorption band of an amorphous dielectric is described by a Gaussian in the imaginary permittivity $\varepsilon_2$, while the real part $\varepsilon_1$ is kept at its electronic value. For a model band centred at $1050\ \mathrm{cm^{-1}}$, with full width $80\ \mathrm{cm^{-1}}$, peak height $1.8$ and electronic permittivity $2.0$, this puts the peak of the absorption coefficient at $1051\ \mathrm{cm^{-1}}$ and the peak of the loss function $\mathrm{Im}(-1/\varepsilon)$ at $1050\ \mathrm{cm^{-1}}$. With the real part that causality requires, the peaks lie at $1063$ and $1092\ \mathrm{cm^{-1}}$. The second error is about half the width of the band. The theorem below supplies the missing real part in closed form.

\section{Assumptions and statement}

The medium is isotropic, linear and local, and has no dc conductivity. Fields vary as $e^{-i\omega t}$, and $\varepsilon=\varepsilon_1+i\varepsilon_2$ is the relative permittivity, so that absorption means $\varepsilon_2>0$ at $\omega>0$. Electronic response is much faster than the vibrations and enters as a real constant $\varepsilon_\infty$. The remaining response is described by a real function $\chi(t)$ that vanishes for $t<0$:
\begin{equation}
\varepsilon(\omega)=\varepsilon_\infty+f(\omega),\qquad
f(\omega)=\int_0^\infty \chi(t)\,e^{i\omega t}\,dt .
\label{eq:causal}
\end{equation}
It is assumed that $f$ is analytic in the upper half of the complex $\omega$ plane, continuous up to the real axis, and tends uniformly to zero as $|\omega|\to\infty$ there. Section 4 shows that the response found here has these properties.

Because $\chi$ is real, $f(-\omega)=f(\omega)^*$ at real $\omega$, and hence $\varepsilon_2$ is odd. A single Gaussian is not odd; it needs a mirror image of opposite sign. With $A,\omega_0,s>0$, take
\begin{equation}
\varepsilon_2(\omega)=A\left[e^{-(\omega-\omega_0)^2/s^2}-e^{-(\omega+\omega_0)^2/s^2}\right].
\label{eq:pair}
\end{equation}
The ratio of the first Gaussian to the second is $e^{4\omega\omega_0/s^2}$, which exceeds one for $\omega>0$. The medium therefore absorbs at every positive frequency, whatever the ratio $s/\omega_0$. The full width at half maximum of one Gaussian is $2s\sqrt{\ln 2}$.

\paragraph{Theorem.} Under these assumptions,
\begin{equation}
\varepsilon_1(\omega)=\varepsilon_\infty+\frac{2A}{\sqrt\pi}\left[D\!\left(\frac{\omega+\omega_0}{s}\right)-D\!\left(\frac{\omega-\omega_0}{s}\right)\right],
\label{eq:main}
\end{equation}
where $D(x)=e^{-x^2}\int_0^x e^{y^2}dy$ is the Dawson function.

The two Dawson functions give $\varepsilon_1-\varepsilon_\infty$. The constant $\varepsilon_\infty$ cannot be found from the infrared band and must be supplied separately.

\section{Two lemmas and the proof}

\paragraph{Lemma 1 (Kramers-Kronig relation).} At real $\omega$,
\begin{equation}
\varepsilon_1(\omega)-\varepsilon_\infty=\frac1\pi\,P\!\!\int_{-\infty}^{\infty}\frac{\varepsilon_2(\Omega)}{\Omega-\omega}\,d\Omega .
\label{eq:kk}
\end{equation}

\emph{Proof.} Integrate $f(\Omega)/(\Omega-\omega)$ along the real axis, passing above the point $\Omega=\omega$ on a small semicircle, and close the path by a large arc in the upper half plane. No singularity is enclosed, so the total is zero. The large arc contributes nothing in the limit, because its length grows as $|\Omega|$, the denominator also grows as $|\Omega|$, and $f\to0$. The small semicircle is run clockwise through half a turn and gives $-i\pi f(\omega)$. Therefore
\begin{equation}
P\!\!\int_{-\infty}^{\infty}\frac{f(\Omega)}{\Omega-\omega}\,d\Omega=i\pi f(\omega).
\end{equation}
The imaginary part of this equation is \eqref{eq:kk} multiplied by $\pi$. $\square$

\paragraph{Lemma 2.} For real $x$,
\begin{equation}
G(x)\equiv P\!\!\int_{-\infty}^{\infty}\frac{e^{-t^2}}{t-x}\,dt=-2\sqrt\pi\,D(x).
\label{eq:lemma2}
\end{equation}

\emph{Proof.} The principal value excludes a symmetric interval around $t=x$, so the points $t=x+u$ and $t=x-u$ can be paired:
\begin{align}
G(x)&=\int_0^\infty\frac{e^{-(x+u)^2}-e^{-(x-u)^2}}{u}\,du\nonumber\\
&=e^{-x^2}\int_0^\infty e^{-u^2}\,\frac{e^{-2xu}-e^{2xu}}{u}\,du
=-2e^{-x^2}S(x),\\
S(x)&=\int_0^\infty e^{-u^2}\,\frac{\sinh(2xu)}{u}\,du .
\end{align}
The integrand of $S$ is finite at $u=0$. Differentiation under the integral is allowed, since for $|x|\le X$ the derivative of the integrand is bounded by the integrable function $2e^{-u^2}\cosh(2Xu)$. It gives
\begin{equation}
S'(x)=2\int_0^\infty e^{-u^2}\cosh(2xu)\,du
=\int_{-\infty}^{\infty}e^{-u^2+2xu}\,du=\sqrt\pi\,e^{x^2},
\end{equation}
where the last step completes the square, $-u^2+2xu=-(u-x)^2+x^2$. Since $S(0)=0$, it follows that $S(x)=\sqrt\pi\int_0^x e^{y^2}dy$, and \eqref{eq:lemma2} results. $\square$

\paragraph{Proof of the theorem.} Insert \eqref{eq:pair} in \eqref{eq:kk}. In the Gaussian centred at $\pm\omega_0$ put $\Omega=\pm\omega_0+st$. Then
\begin{equation}
\frac{d\Omega}{\Omega-\omega}=\frac{dt}{t-(\omega\mp\omega_0)/s},
\end{equation}
and a symmetric excluded interval stays symmetric. Hence
\begin{equation}
\varepsilon_1-\varepsilon_\infty=\frac A\pi\left[G\!\left(\frac{\omega-\omega_0}{s}\right)-G\!\left(\frac{\omega+\omega_0}{s}\right)\right].
\end{equation}
Lemma 2 replaces each $G$ by $-2\sqrt\pi D$. The minus sign exchanges the order of the two terms, the prefactor becomes $2A/\sqrt\pi$, and this is \eqref{eq:main}. $\square$

Direct quadrature of the Kramers-Kronig integral was compared with \eqref{eq:main} for the model band above at seven wavenumbers from $0$ to $1300\ \mathrm{cm^{-1}}$, and for a broad band with $A=1$, $s=1.3\,\omega_0$ at five frequencies from $0$ to $5\omega_0$. The largest absolute difference was $2\times10^{-15}$.

\section{The response in time}

\paragraph{Proposition.} The response function belonging to \eqref{eq:pair} and \eqref{eq:main} is
\begin{equation}
\chi(t)=\frac{2As}{\sqrt\pi}\,e^{-s^2t^2/4}\sin(\omega_0t)\quad(t>0),\qquad \chi(t)=0\quad(t<0).
\label{eq:chi}
\end{equation}

\emph{Proof.} Define
\begin{equation}
C(a)=\int_0^\infty e^{-s^2t^2/4}\cos(at)\,dt,\qquad
J(a)=\int_0^\infty e^{-s^2t^2/4}\sin(at)\,dt .
\end{equation}
Differentiate with respect to $a$ and integrate by parts, using $t\,e^{-s^2t^2/4}=-(2/s^2)\,\frac{d}{dt}e^{-s^2t^2/4}$:
\begin{equation}
C'=-\frac{2a}{s^2}\,C,\qquad J'=\frac{2}{s^2}-\frac{2a}{s^2}\,J .
\end{equation}
With $C(0)=\sqrt\pi/s$ the first equation gives $C=(\sqrt\pi/s)\,e^{-a^2/s^2}$. The second is equivalent to $(Je^{a^2/s^2})'=(2/s^2)\,e^{a^2/s^2}$. With $J(0)=0$ this gives $J=(2/s)\,D(a/s)$. The products of trigonometric functions in the transform of \eqref{eq:chi} are
\begin{align}
\sin\omega_0t\,\sin\omega t&=\tfrac12[\cos(\omega-\omega_0)t-\cos(\omega+\omega_0)t],\\
\sin\omega_0t\,\cos\omega t&=\tfrac12[\sin(\omega+\omega_0)t-\sin(\omega-\omega_0)t].
\end{align}
The imaginary part of $f$ is therefore $(As/\sqrt\pi)[C(\omega-\omega_0)-C(\omega+\omega_0)]$, which is \eqref{eq:pair}. The real part is $(As/\sqrt\pi)[J(\omega+\omega_0)-J(\omega-\omega_0)]$, which is \eqref{eq:main} without $\varepsilon_\infty$. $\square$

This is a second derivation, free of principal values. It also confirms the assumptions on $f$. The Gaussian decay of $\chi$ makes $f$ analytic, and since $\chi(0)=0$, one integration by parts gives $f(\omega)=(i/\omega)\int_0^\infty\chi'(t)e^{i\omega t}dt$. In the closed upper half plane this is at most $|\omega|^{-1}\int_0^\infty|\chi'|\,dt$ in magnitude.

A possible physical origin of the decay is suggested by \eqref{eq:kk}. Oddness of $\varepsilon_2$ combines the points $\Omega$ and $-\Omega$, because $1/(\Omega-\omega)+1/(\Omega+\omega)=2\Omega/(\Omega^2-\omega^2)$:
\begin{equation}
\varepsilon_1-\varepsilon_\infty=\frac2\pi\,P\!\!\int_0^\infty\frac{\Omega\,\varepsilon_2(\Omega)}{\Omega^2-\omega^2}\,d\Omega .
\label{eq:osc}
\end{equation}
This has the form of a sum over undamped oscillators of frequency $\Omega$ and strength $(2/\pi)\,\Omega\,\varepsilon_2(\Omega)\,d\Omega$. In an amorphous network the spread can represent different local bond geometries. If the whole width comes from this spread, the polarization dies out because the oscillators lose their common phase, although none of them is damped. The permittivity alone cannot prove this picture, because the band of a single damped oscillator can also be written in the form \eqref{eq:osc}.

\section{Limits and shape of the band}

\paragraph{Static limit.} Since $D$ is odd, \eqref{eq:main} at $\omega=0$ gives
\begin{equation}
\varepsilon_1(0)-\varepsilon_\infty=\frac{4A}{\sqrt\pi}\,D\!\left(\frac{\omega_0}{s}\right).
\label{eq:static}
\end{equation}
Each Gaussian supplies half, so leaving out the mirror term in \eqref{eq:kk} or \eqref{eq:main} halves the static contribution even when the two Gaussians do not overlap. The positive-frequency form \eqref{eq:osc} already contains the oddness of $\varepsilon_2$; for a narrow band it gives the full value from the single Gaussian at $+\omega_0$.

For a narrow band the large-argument form of $D$ is needed. Setting $s=1$ in the result for $J$ gives $D(x)=\frac12\int_0^\infty g(\tau)\sin(x\tau)\,d\tau$ with $g=e^{-\tau^2/4}$. Repeated integration by parts turns the integral into $g(0)/x-g''(0)/x^3+O(x^{-5})$. With $g(0)=1$ and $g''(0)=-\frac12$,
\begin{equation}
D(x)=\frac1{2x}+\frac1{4x^3}+O(x^{-5}).
\label{eq:asym}
\end{equation}
For $s\ll\omega_0$ the static contribution becomes $2As/(\sqrt\pi\,\omega_0)$, with a relative correction $s^2/(2\omega_0^2)$.

\paragraph{High frequency.} For $\omega\gg\omega_0,s$ the leading term of \eqref{eq:asym} in \eqref{eq:main} gives
\begin{equation}
\varepsilon_1-\varepsilon_\infty\simeq\frac{As}{\sqrt\pi}\left[\frac1{\omega+\omega_0}-\frac1{\omega-\omega_0}\right]
\simeq-\frac{\omega_p^2}{\omega^2},\qquad \omega_p^2=\frac{2A\omega_0s}{\sqrt\pi}.
\end{equation}
The same strength follows from the absorption. The integrand $\omega\varepsilon_2$ is even, and $\int_{-\infty}^\infty\omega\,e^{-(\omega\mp\omega_0)^2/s^2}d\omega=\pm\sqrt\pi\,\omega_0s$, so
\begin{equation}
\int_0^\infty\omega\,\varepsilon_2\,d\omega=\tfrac12A\,(2\sqrt\pi\,\omega_0s)=\tfrac\pi2\,\omega_p^2 .
\end{equation}
The narrow-band static contribution equals $\omega_p^2/\omega_0^2$, as for one undamped oscillator.

\paragraph{Broad band.} In the opposite limit, $\omega_0\ll s$ at fixed $x=\omega/s$, the differences in \eqref{eq:pair} and \eqref{eq:main} become derivatives. From the definition, $D'(x)=1-2xD(x)$, and to first order in $\omega_0/s$
\begin{equation}
\varepsilon_2\simeq\frac{4A\omega_0}{s}\,x\,e^{-x^2},\qquad
\varepsilon_1-\varepsilon_\infty\simeq\frac{4A\omega_0}{\sqrt\pi\,s}\,[1-2xD(x)].
\end{equation}
The two Gaussians nearly cancel, and $A$ is then no longer the peak height of $\varepsilon_2$.

\paragraph{Extrema of a narrow band.} Near $\omega_0$ the mirror term varies slowly, and $\varepsilon_1$ follows $-(2A/\sqrt\pi)\,D((\omega-\omega_0)/s)$. A stationary point of $D$ requires $2xD=1$. There $D''=-2D-2xD'=-2D$, which is negative for $x>0$, so every positive stationary point is a maximum and there can be just one. It lies at $x=0.924$, where $D=0.541$. Thus $\varepsilon_1$ has a maximum near $\omega_0-0.924\,s$ and a minimum near $\omega_0+0.924\,s$, displaced by about $\pm(2/\sqrt\pi)(0.541)A=\pm0.61A$.

\section{Worked example in wavenumbers}

The formula contains only ratios of frequencies, so wavenumbers can replace them. The round model values are those of the first section; the centre corresponds to $130\ \mathrm{meV}$. The width parameter is $s=80/(2\sqrt{\ln2})=48.0\ \mathrm{cm^{-1}}$, so $\omega_0/s=21.85$ and the band is narrow. The complete values are in the numerical output.

Equation \eqref{eq:static} gives the static contribution
\begin{equation}
\frac{4(1.8)}{\sqrt\pi}\,(0.022903)=0.093,
\end{equation}
and the static permittivity of the model is $2.09$. One Gaussian alone in the full-line relation \eqref{eq:kk} would give $0.047$. Although the band is strong at its centre, it adds little at low frequency, because its static effect carries the factor $s/\omega_0$.

The extrema of $\varepsilon_1$ are expected at $1050\mp0.924(48.0)$, that is, at $1005.6$ and $1094.4\ \mathrm{cm^{-1}}$, where the full formula also places them. Their values are $3.12$ and $0.92$. The displacements $\pm1.10$ from $0.61A$ account for $3.10$ and $0.90$; the mirror term adds the remaining $0.02$.

At the centre $\varepsilon=2.023+1.800i$, with modulus $2.708$. The refractive index and extinction coefficient follow from $(n+i\kappa)^2=\varepsilon$:
\begin{equation}
n=\sqrt{\frac{2.708+2.023}{2}}=1.54,\qquad
\kappa=\sqrt{\frac{2.708-2.023}{2}}=0.585 .
\end{equation}
The absorption coefficient $4\pi\kappa\tilde\nu$, with $\tilde\nu$ the wavenumber, is $0.77\ \mathrm{\mu m^{-1}}$ at the centre. It peaks at $0.82\ \mathrm{\mu m^{-1}}$ near $1062.5\ \mathrm{cm^{-1}}$ ($131.7\ \mathrm{meV}$). With $\varepsilon_1$ frozen at $\varepsilon_\infty$ and everything else fixed, the peak is at $1051\ \mathrm{cm^{-1}}$, a small shift due to the factor $\tilde\nu$. The rest of the displacement comes from the fall of $\varepsilon_1$ through the band: since $\kappa=\varepsilon_2/(2n)$, a smaller $n$ raises the absorption on the upper side. This peak describes attenuation inside the medium. The absorption of a film much thinner than the wavelength at normal incidence follows $\tilde\nu\varepsilon_2$ instead, which peaks at $1051\ \mathrm{cm^{-1}}$ whatever $\varepsilon_1$ is. For this band on a semi-infinite transparent substrate of index $3.42$, the transmission minimum lies near $1052$, $1055$, $1059$ and $1062\ \mathrm{cm^{-1}}$ for thicknesses of $50$, $200$, $500$ and $2000\ \mathrm{nm}$.

The loss function is $\varepsilon_2/(\varepsilon_1^2+\varepsilon_2^2)$. It governs dissipation by a field normal to a film, where the displacement is continuous and the internal field is proportional to $1/\varepsilon$. At the centre and at $1100\ \mathrm{cm^{-1}}$ it equals
\begin{equation}
\frac{1.800}{2.023^2+1.800^2}=0.25,\qquad
\frac{0.609}{0.938^2+0.609^2}=0.49 .
\end{equation}
Although $\varepsilon_2$ has fallen to a third, the loss function has doubled. Its peak, $0.54$, is at $1092\ \mathrm{cm^{-1}}$ ($135.3\ \mathrm{meV}$). With $\varepsilon_1$ frozen at $2.0$ it would stay at the centre, because $\varepsilon_2/(\varepsilon_\infty^2+\varepsilon_2^2)$ rises with $\varepsilon_2$ while $\varepsilon_2<\varepsilon_\infty$, a condition met here.

At fixed centre, width and $\varepsilon_\infty$, the deepest value of $\varepsilon_1-\varepsilon_\infty$ is proportional to $A$. It is $0.924-2.0=-1.076$ at $A=1.8$, so $\varepsilon_1$ first touches zero at $A=1.8(2.0/1.076)=3.35$. A stronger band has an interval of negative $\varepsilon_1$.

\section{Where the Gaussian model fails}

\paragraph{Lifetime broadening.} If every oscillator also decays as $e^{-gt}$, then $\chi(t)$ acquires this factor and \eqref{eq:causal} shows that $f(\omega)$ becomes $f(\omega+ig)$. The imaginary part is then the Gaussian pair convolved with a Lorentzian of half width $g$. For a rough $g=5\ \mathrm{cm^{-1}}$ the central $\varepsilon_2$ falls from $1.80$ to $1.61$, or by $11\%$. At $800\ \mathrm{cm^{-1}}$ it rises from $3\times10^{-12}$ to $4\times10^{-3}$. At $970\ \mathrm{cm^{-1}}$, one full width below the centre, it rises from $0.11$ to $0.16$. The real part changes too: at $1094.4\ \mathrm{cm^{-1}}$, where the Gaussian model has its minimum, $\varepsilon_1$ rises from $0.92$ to $1.06$. For this $g$ the Gaussian form is therefore a fair approximation to $\varepsilon_2$ only in the core of the band, and its wings must not be used to predict weak absorption.

\paragraph{Real low-$k$ films.} The parameters lie in the rough regime of the Si--O--Si stretching band of a porous organosilicate film, but they are not a fit to one. Of the simplifications whose effect on $\varepsilon_1$ is estimated in this paragraph, the assumption of one symmetric band matters most near the resonance. A shoulder at $1130\ \mathrm{cm^{-1}}$ with $30\%$ of the amplitude and the same width changes $\varepsilon_1$ by up to $0.34$ between $800$ and $1300\ \mathrm{cm^{-1}}$, which is more than a third of the minimum value $0.92$. A rough thermal shift of $-2\ \mathrm{cm^{-1}}$ on heating by $100\ \mathrm K$ changes it by up to $0.085$, and electronic dispersion by about $2\times10^{-4}$ at the centre. At low frequency, rough rocking and bending bands add $0.093$ and $0.013$, and the shoulder $0.026$. One volume per cent of water, treated as small spheres with the permittivity of the bulk liquid, adds about $0.06$. These additions are together larger than the $0.093$ of the main band. The model value $2.09$ is thus not a device $k$ value, which for such films is roughly $2$ to $3$ and also depends on the density and polar groups of the film.

\paragraph{Conductivity.} A dc conductivity adds to $\varepsilon_2$ a term proportional to $1/\omega$. The function $f$ then has a pole on the real axis at $\omega=0$, so the assumptions of Lemma 1 fail. The extra semicircle around $\Omega=0$ contributes a real quantity, however, so the imaginary part of the contour identity, which is \eqref{eq:kk}, still holds with a principal value at $\Omega=0$ as well. A term exactly proportional to $1/\omega$ adds nothing to $\varepsilon_1$, because $P\!\int_0^\infty d\Omega/(\Omega^2-\omega^2)=0$ in \eqref{eq:osc}. A frequency-dependent conductivity adds its own real part, which \eqref{eq:main} does not contain.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (round model values)
amplitude A = 1.8; eps_inf = 2.0
centre = 1050 1/cm = 130.2 meV
full width at half maximum = 80 1/cm
Gaussian width s = 48.04 1/cm; v0/s = 21.85
TESTS
largest Kramers-Kronig quadrature error = 2.0e-15
largest time-domain transform error = 8.6e-14
PERMITTIVITY: wavenumber (1/cm), eps1, eps2
    0  2.0930  0.0000
  900  2.3707  0.0001
 1000  3.1089  0.6094
 1050  2.0232  1.8000
 1100  0.9376  0.6094
 1200  1.6760  0.0001
RESULTS
Dawson function at v0/s = 0.022903
static contribution of the band = 0.0930
static contribution, narrow-band formula = 0.0929
static contribution, one Gaussian alone = 0.0465
static permittivity of the model = 2.0930
plasma wavenumber of the band = 320.1 1/cm
Dawson maximum: x = 0.9241, D = 0.5410
eps1 maximum = 3.123 at 1005.6 1/cm
eps1 minimum = 0.924 at 1094.4 1/cm
amplitude at which eps1 touches zero = 3.35
refractive index at centre = 1.538
extinction coefficient at centre = 0.585
absorption peak = 0.816 1/um
absorption peak at 1062.5 1/cm = 131.7 meV
same with eps1 frozen at eps_inf: 1051.3 1/cm
loss-function peak = 0.537
loss-function peak at 1091.7 1/cm = 135.3 meV
same with eps1 frozen at eps_inf: 1050.0 1/cm
NEGLECTED EFFECTS (rough inputs)
lifetime half width = 5 1/cm
eps2 at centre with lifetime width = 1.607
eps2 at 800 1/cm: Gaussian 3.1e-12, with lifetime width 4.1e-03
shoulder: A = 0.54, centre 1130 1/cm, same width
shoulder, largest eps1 change = 0.336
shoulder, static change = 0.0259
rocking band (A 1.0, 440 1/cm, full width 60 1/cm), static change = 0.0927
bending band (A 0.3, 800 1/cm, full width 50 1/cm), static change = 0.0127
band shift on heating by 100 K = -2.0 1/cm
thermal shift, largest eps1 change = 0.085
water: volume fraction 0.01, permittivity 78, static change = 0.059
electronic dispersion (resonance 9 eV), eps1 change at centre = 2.1e-04
\end{verbatim}
